# Initial Growth of Deviation Angle under Spin-Transfer and Spin-Orbit Torque

**Q.** I write perpendicular memory cells in two ways. A current through the tunnel junction waits before anything happens, whereas a current in the heavy-metal track underneath seems to act at once. Where do I start if I want to compare the two?

**A.** With one equation for both. Treat the free layer as a single rigid moment of direction $\mathbf m$, with spin angular momentum $S$ and anisotropy energy $E=-Km_z^2$. I use atomic units in the algebra, so $\hbar=e=1$, and take $g=2$. The moment then has magnitude $S$, and the effective field is

$$\mathbf B=-\frac1S\frac{\partial E}{\partial\mathbf m}=\omega m_z\hat{\mathbf z},\qquad \omega=\frac{2K}{S}.$$

Let $\alpha$ be the damping constant. Absorbed spins polarized along an axis turn $\mathbf m$ toward a unit vector $\mathbf p$ on that axis, at a rate $a$:

$$\dot{\mathbf m}=-\omega m_z\,\mathbf m\times\hat{\mathbf z}+\alpha\,\mathbf m\times\dot{\mathbf m}+a[\mathbf p-\mathbf m(\mathbf m\cdot\mathbf p)].$$

The last term is the damping-like torque: the part of $\mathbf p$ perpendicular to $\mathbf m$. I leave out the field-like torque for now.

The moment starts near $+\hat{\mathbf z}$. To reverse it through the junction, choose $\mathbf p=-\hat{\mathbf z}$. In the conventional track geometry, current along $x$ delivers spins polarized along $y$, so $\mathbf p=\hat{\mathbf y}$ for one current sign. At $\mathbf m=\hat{\mathbf z}$ the bracket is

$$-\hat{\mathbf z}+\hat{\mathbf z}=0\quad\text{(junction)},\qquad \hat{\mathbf y}-0=\hat{\mathbf y}\quad\text{(track)}.$$

What matters is the angle between the moment and the polarization. It is 180° in the first case and 90° in the second.

**Q.** How does the rate $a$ follow from my current?

**A.** By conservation of angular momentum. Each electron carries spin $1/2$. If $\eta$ is the spin-transfer efficiency and $I$ the junction current, angular momentum arrives at the rate $\eta I/2$. Dividing by $S$ gives the rate at which the direction turns:

$$a_{\rm STT}=\frac{\eta I}{2S},\qquad a_{\rm SOT}=\frac{\xi jA}{2S}.$$

In the track, $j$ is the charge current density, $\xi$ the fraction converted into absorbed spin current, and $A$ the area of the magnet. In laboratory units, divide each right-hand side by $e$ and express $S$ in units of $\hbar$.

**Q.** What does the junction current do to a small deviation?

**A.** Put $u=m_x+im_y$, so that $|u|\approx\theta$, the angle from $+\hat{\mathbf z}$. To first order, each term becomes a complex number.

- Precession: $\mathbf m\times\hat{\mathbf z}=(m_y,-m_x,0)$, so it contributes $-\omega(m_y-im_x)=i\omega u$.
- Damping: $\hat{\mathbf z}\times\dot{\mathbf m}=(-\dot m_y,\dot m_x,0)$, which contributes $i\alpha\dot u$.
- Torque: $-\hat{\mathbf z}+\mathbf m m_z$ has transverse part $m_zu\approx u$, which contributes $au$.

Collecting the two terms in $\dot u$,

$$(1-i\alpha)\dot u=(i\omega+a)u.$$

Multiply by $(1+i\alpha)/(1+\alpha^2)$. The real part of the coefficient of $u$ controls the magnitude:

$$\theta=\theta_0e^{\lambda t},\qquad \lambda=\frac{a-\alpha\omega}{1+\alpha^2}.$$

The angle grows only if $a>\alpha\omega$, when the torque beats the damping. Reaching a chosen angle $\theta_1$ takes

$$t_1=\frac1\lambda\ln\frac{\theta_1}{\theta_0}.$$

This is the incubation time. It diverges as $\theta_0\to0$, but only logarithmically. Without thermal agitation, a perfectly aligned moment stays where it is.

**Q.** And the track current?

**A.** Precession and damping are unchanged. The transverse part of $\hat{\mathbf y}-\mathbf m m_y$ is $\hat{\mathbf y}$ to first order, which contributes $ia$ whatever the value of $u$:

$$(1-i\alpha)\dot u=i\omega u+ia.$$

A constant solution is $u=-a/\omega$. Adding the solution of the undriven equation and imposing $u(0)=0$ gives

$$u=\frac a\omega\left(e^{\mu t}-1\right),\qquad \mu=\frac{i\omega}{1-i\alpha}.$$

At short times $e^{\mu t}-1\approx\mu t$, hence

$$\theta\approx\frac{at}{\sqrt{1+\alpha^2}}.$$

The deviation grows linearly from zero and needs no initial tilt. With $\alpha$ neglected, $|e^{i\omega t}-1|=2|\sin(\omega t/2)|$, so

$$\theta=\frac{2a}{\omega}\left|\sin\frac{\omega t}{2}\right|,\qquad t_1=\frac2\omega\arcsin\frac{\omega\theta_1}{2a}.$$

**Q.** That sine is bounded. Are you saying the track torque starts the motion but may not finish it?

**A.** Yes. A weak torque displaces the moment, precession turns it sideways, and it comes back. The maximum angle is about $2a/\omega$. A nonzero torque at alignment removes the need for a starting angle; it does not by itself produce switching.

The full equation gives the limit of this bounded motion. For $\alpha=0$, two of its components are

$$\dot m_x=-m_y(\omega m_z+am_x),\qquad \dot m_z=-am_zm_y.$$

Their ratio removes time and $m_y$:

$$\frac{dm_x}{dm_z}=\frac\omega a+\frac{m_x}{m_z}
\quad\Rightarrow\quad
\frac{d}{dm_z}\left(\frac{m_x}{m_z}\right)=\frac{\omega}{a\,m_z}.$$

Integrating from $m_x=0$, $m_z=1$ gives $m_x=(\omega/a)m_z\ln m_z$. The moment can turn back only where $m_y=0$, that is, where $m_x^2+m_z^2=1$. Inserting $m_x$,

$$\frac a\omega=\frac{m_z|\ln m_z|}{\sqrt{1-m_z^2}}.$$

The right-hand side has a maximum of 0.402. Above that value there is no turning point, and $\mathbf m$ runs toward $\hat{\mathbf y}$. Integration of the full equation puts this threshold at 0.402 without damping and at 0.408 for $\alpha=0.02$.

These values hold for a sudden pulse, which profits from overshoot. If the current rises slowly, the moment follows its equilibrium with $m_y=0$. There the $y$ component of the equation requires $\omega m_zm_x+a=0$. With $m_x=-\sin\theta$ and $m_z=\cos\theta$,

$$a=\omega\sin\theta\cos\theta\le\frac\omega2.$$

A slow pulse therefore needs $a>\omega/2$.

**Q.** Suppose I exceed the threshold. Is the bit now reversed?

**A.** Not yet. A half-turn about $y$ changes $(m_x,m_y,m_z)$ into $(-m_x,m_y,-m_z)$. It leaves the equation unchanged but exchanges up and down. The pulse brings $\mathbf m$ to $\hat{\mathbf y}$, which this half-turn maps onto itself, so the final direction carries no preference for either state.

A field along the current breaks the symmetry. Let its precession rate be $b$, positive along $+x$. It adds $-\mathbf m\times b\hat{\mathbf x}$, whose $z$ component is $bm_y$. In a steady state, where the damping term vanishes,

$$0=m_y(b-am_z)\quad\Rightarrow\quad m_z=\frac ba$$

for $m_y\ne0$. A field along $-x$ therefore holds the moment slightly below the plane during the pulse.

The pulse must last until the moment has crossed the plane, which takes longer than the initial growth timed below. If field and current are then removed together, anisotropy and damping complete the reversal, as long as thermal kicks are ignored. To see this, write the velocity of $\mathbf m$ as $v_\theta$ and $v_\phi$ along the polar and azimuthal directions. The anisotropy torque is $\omega\sin\theta\cos\theta$ along $\phi$. Since $\mathbf m\times\hat{\boldsymbol\theta}=\hat{\boldsymbol\phi}$ and $\mathbf m\times\hat{\boldsymbol\phi}=-\hat{\boldsymbol\theta}$,

$$v_\theta=-\alpha v_\phi,\qquad v_\phi=\omega\sin\theta\cos\theta+\alpha v_\theta.$$

Eliminating $v_\phi$ gives $(1+\alpha^2)\dot\theta=-\alpha\omega\sin\theta\cos\theta$. Below the plane the cosine is negative, so $\theta$ increases toward 180°.

**Q.** My cell is at room temperature. It is never exactly aligned, so which $\theta_0$ should I use for the junction?

**A.** A distribution of them. Near $+\hat{\mathbf z}$ the energy is $K\theta^2$ above the minimum. With $\Delta=K/kT$, the probability is proportional to $\theta e^{-\Delta\theta^2}d\theta$, so $\langle\theta^2\rangle=1/\Delta$.

Thermal kicks also continue during the pulse. Describe them as diffusion of $u$ in its plane, with coefficient $D$. With no current, damping balances diffusion:

$$\frac{d\langle\theta^2\rangle}{dt}=-2\alpha\omega\langle\theta^2\rangle+4D=0
\quad\Rightarrow\quad D=\frac{\alpha\omega}{2\Delta}.$$

I neglect $\alpha^2$ beside 1 here. Let $T(r)$ be the mean time to reach $\theta_1$ from angle $r$. During a short interval $dt$, this remaining time must fall by $dt$ on average. Drift contributes $\lambda rT'$ and diffusion $D(T''+T'/r)$; precession does not change $r$. Thus

$$D\left(T''+\frac{T'}r\right)+\lambda rT'=-1.$$

Multiply by $r/D$ to obtain $(rT')'+(\lambda r/D)(rT')=-r/D$. The solution regular at $r=0$ is

$$rT'=-\frac1\lambda\left(1-e^{-\lambda r^2/2D}\right).$$

Integrate from 0 to $\theta_1$, where $T=0$, with $x=\lambda r^2/2D$:

$$T(0)=\frac1{2\lambda}\int_0^{s}\frac{1-e^{-x}}x\,dx
\approx\frac{\ln s+\gamma_E}{2\lambda},\qquad
s=\frac{\Delta\theta_1^2\lambda}{\alpha\omega}.$$

The last form holds for $s\gg1$, and $\gamma_E\approx0.577$ is Euler's constant. So noise releases even a perfectly aligned moment in a finite mean time.

A thermal start has already covered part of this path. Its $x$ is exponentially distributed with mean $q=\lambda/(\alpha\omega)$, so it exceeds a given $x$ with probability $e^{-x/q}$. The average of the integral already covered is

$$\int_0^\infty e^{-x/q}\frac{1-e^{-x}}x\,dx=\ln(1+q)=\ln\frac a{\alpha\omega}.$$

The integral follows by differentiating with respect to $1/q$. Subtracting it,

$$\langle t_1\rangle=\frac1{2\lambda}\left[\ln\left(\Delta\theta_1^2\,\frac{a-\alpha\omega}{a}\right)+\gamma_E\right].$$

This requires $\Delta\theta_1^2\gg1$, so that hardly any moment starts beyond $\theta_1$. It also still requires $s\gg1$, which fails just above the threshold $a=\alpha\omega$.

**Q.** Does temperature also explain the scatter from pulse to pulse?

**A.** In this model, yes. At late times $\theta=|\zeta|e^{\lambda t}$, where $\zeta$ sums the Gaussian start and the Gaussian kicks. Hence $|\zeta|^2$ is exponentially distributed. For such a variable $w$ of unit mean, $\langle w^k\rangle=\Gamma(1+k)$, and the second derivative of $\ln\Gamma(1+k)$ at $k=0$ gives the variance of $\ln w$ as $\pi^2/6$. Since $t_1$ contains $-\ln|\zeta|^2/(2\lambda)$, its standard deviation is

$$\sigma_{\rm STT}=\frac{\pi}{2\sqrt6\,\lambda}.$$

For the track, an initial $u_0$ adds $u_0e^{i\omega t}$ to the solution. To first order it shifts the angle $|u|$ by its component along the displacement $u$, whose standard deviation is $1/\sqrt{2\Delta}$. The angle grows at the rate $a\cos(\omega t/2)$, so

$$\sigma_{\rm SOT}\approx\frac1{\sqrt{2\Delta}\,a\cos(\omega t_1/2)}.$$

Kicks during this short pulse are neglected. The thermal angle now perturbs the arrival time instead of supplying the start.

**Q.** Put in numbers for a cell like mine.

**A.** Take a disk 40 nm wide and 1.2 nm thick, with magnetization 1000 kA/m, $K=1.40$ eV, $\alpha=0.02$ and a temperature of 300 K. Then $S=81301\,\hbar$, $\Delta=54.2$, and

$$\omega=\frac{2K}{\hbar S}=52.3\ \text{rad/ns}.$$

With $\eta=0.6$, a junction current density of 7.5 MA/cm² gives $a=2.17$ ns⁻¹. The threshold is $\alpha\omega=1.05$ ns⁻¹, leaving $\lambda=1.12$ ns⁻¹. With $\xi=0.3$, a track current density of 200 MA/cm² gives $a=28.9$ ns⁻¹, or $a/\omega=0.553$, above both track thresholds.

I let the junction case start at the thermal rms angle, $1/\sqrt{54.2}$ rad $=7.79$°, and the track case at zero. The full equation, without thermal kicks, gives:

| Time (ps) | Junction (deg) | Track (deg) |
|---:|---:|---:|
| 5 | 7.83 | 8.22 |
| 10 | 7.87 | 16.1 |
| 20 | 7.96 | 30.1 |

Despite its head start, the junction case is overtaken within 5 ps.

Take 30°, or 0.524 rad, as the end of initial growth. For the track,

$$t_1=\frac{2}{52.32}\arcsin\frac{52.32\times0.5236}{2\times28.94}\ \text{ns}=18.8\ \text{ps},$$

against 20.0 ps from the full equation. The arcsine law omits two things that slow the growth. One is damping. The other is visible at $\alpha=0$, where $\dot m_z=-am_zm_y$ becomes $\dot\theta=a\cos\theta\sin\phi$, with $\phi$ the azimuth: the linear law lacks the factor $\cos\theta$.

For the junction with a thermal start, $\Delta\theta_1^2=14.8$ and $(a-\alpha\omega)/a=0.518$, so, with one more digit in $\lambda$,

$$\langle t_1\rangle=\frac{\ln(14.8\times0.518)+0.577}{2\times1.124}\ \text{ns}\approx1160\ \text{ps}.$$

A simulation of 3000 moments with thermal noise gives 1123 ps. Started from exact alignment, they take 1451 ps on average, against 1489 ps from the formula. For thermal starts the simulated spread is 529 ps, while the late-time law gives 571 ps; I have not derived that difference. For the track, the simulated mean is 19.8 ps and the spread 4.1 ps, against 3.8 ps from the estimate.

**Q.** So the track is nearly 57 times faster because its torque does not vanish at alignment?

**A.** That is only part of the reason. The two currents also produce very different torques. Keep the magnet, temperature and target angle fixed, and give the junction the track's value of $a$. Its growth rate becomes about $28.9-1.05=27.9$ ns⁻¹, and the simulated mean time falls to 57.7 ps. The ratio to the track is then 2.91 instead of 56.7.

So at this temperature, at equal torque and for a target of 30°, the geometry is worth a factor of about three. That factor belongs to the initial growth only. Beyond 30° the equal-torque junction follows $\dot\theta\approx a\sin\theta$ and needs about $\ln(\tan45°/\tan15°)/a\approx46$ ps more to reach the plane. That makes roughly 105 ps in all, about the same as the 103 ps found below for the track with a bias field. The rest of the ratio at 30° comes from the larger torque, which shortens the junction's own incubation by a factor of about 19.

The opposite exchange is equally instructive. Give the track the junction's weak torque, $a/\omega=0.0415$. The motion starts at once, but the linear limit $2a/\omega$ is 4.75°, and the damped full equation reaches 4.62°. That is less than the thermal rms angle. The same torque in the junction geometry does lead to growth, because there it has to overcome only $\alpha\omega$, not a fraction of $\omega$.

**Q.** Then why not simply drive the junction harder?

**A.** For this example it would need 100 MA/cm² through the oxide. With a resistance-area product of 5 Ω µm², assumed independent of voltage, that means 5.0 V. Across 1 nm of oxide the field would be 50 MV/cm, compared with 3.8 MV/cm at the original current. Thin oxides break down at roughly 10 MV/cm, so this equal-torque junction serves as a comparison and is not a usable operating point. The track current does not have to cross the oxide.

**Q.** How close is all this to a real device?

**A.** The size, barrier and junction current are rough typical values for a perpendicular tunnel-junction cell on a heavy-metal track. The track current density is chosen high enough to exceed both thresholds of a rigid moment. Of the assumptions varied here, the instantaneous current changes the 20 ps result most. With a linear rise lasting 50 ps, the time to 30° becomes 47.4 ps. The torque is then zero when the pulse begins, and for times much shorter than $1/\omega$ the angle grows as $at^2/(2\tau)$, where $\tau$ is the rise time. This delay belongs to the pulse and needs no thermal tilt, although an initial tilt of 7.79° can shift the arrival by up to about 7 ps either way.

Other omissions have these sizes:

- **Bias field.** A field of 30 mT along $-x$ tilts the moment by 5.79° beforehand and shortens the track time to 17.6 ps. During the pulse it gives $m_z=-0.182$; the opposite field gives $+0.182$. Thermal kicks after the pulse act like a random offset in $m_z$ of standard deviation $1/\sqrt{2\Delta}=0.096$. Even a moment released at $-0.182$ therefore returns to its old state in about 3% of attempts.
- **Field-like torque.** At 0.3 of the damping-like torque it gives 19.1 or 18.8 ps, depending on its sign. Both times are shorter than 20.0 ps. At alignment the two torques are perpendicular, so the starting rate rises by $\sqrt{1+0.3^2}=1.04$ for either sign.
- **Heating.** For a resistivity of 200 µΩ cm and a heat capacity of 2.5 J/(cm³ K), the track warms by at most 64 K in 20 ps, the bound being reached if no heat escapes. A pulse that switches the bit must last longer. With the 30 mT bias the moment crosses the plane only after about 103 ps, when the same bound is 328 K. A moment released right at the crossing returns to its old state half the time, so a reliable pulse is longer and the bound higher still.
- **Non-uniform reversal.** With an exchange stiffness of 15 pJ/m, a domain wall is 31.5 nm wide, close to the disk diameter. The formula for an infinite wall gives about 1.79 eV for a straight wall across the disk, against 1.40 eV for uniform rotation. It overestimates the cost here, because the disk edge cuts off the tails of the wall. The comparison therefore does not establish uniform rotation as the thermal path, and it says little about a strongly driven disk. I have not calculated how non-uniform motion changes the switching time.

**Q.** If I wanted to see the difference in the laboratory, what should I vary?

**A.** Vary the starting tilt at fixed current. In the junction geometry without thermal kicks, a start ten times closer to alignment adds $\ln10/\lambda\approx2050$ ps. At 300 K the kicks cut this off: even exact alignment adds only about 330 ps to the simulated mean. The tilt meant here is a displacement from equilibrium, released when the current starts. A static in-plane field left on during the pulse moves the equilibrium instead, and the growing deviation then starts at only about $\theta_0a/\omega$. In the track geometry, a small change $\delta\theta_0$ along the motion shifts the arrival by roughly $\delta\theta_0/a$, which stays finite at perfect alignment. For a clean comparison, the current must rise in a time short compared with 20 ps; otherwise the pulse edge hides the linear start. These predictions are for a rigid moment. Real track cells often switch below its threshold by thermally assisted nucleation of a domain, and they can then show a delay as well. The remaining values are in the numerical output.

## Computed results

```
disk diameter, thickness: 40, 1.2 nm
magnetization: 1000 kA/m; g = 2
barrier K: 1.40 eV; temperature: 300 K
damping 0.02; efficiencies STT 0.6, SOT 0.3
current density STT: 7.5 MA/cm2
current density SOT: 200 MA/cm2
spin S: 81301 hbar; Delta = K/kT: 54.2
omega: 52.32 rad/ns; period 120 ps
torque rate a, STT: 2.17 1/ns
STT threshold alpha*omega: 1.05 1/ns
STT growth rate lambda: 1.12 1/ns
torque rate a, SOT: 28.94 1/ns
a/omega: STT 0.0415, SOT 0.553
start rate at alignment: STT 0.00 rad/ns
start rate at alignment: SOT 28.94 rad/ns
thermal rms angle: 7.79 deg
target angle: 30 deg
t=5 ps: STT from rms 7.83, SOT from zero 8.22 deg
t=10 ps: STT from rms 7.87, SOT from zero 16.10 deg
t=15 ps: STT from rms 7.92, SOT from zero 23.42 deg
t=20 ps: STT from rms 7.96, SOT from zero 30.06 deg
STT rms start to target: law 1200 ps
STT rms start to target: full 1169 ps
STT extra wait, start angle /10: 2049 ps
SOT zero start to target: law 18.8 ps
SOT zero start to target: full 20.0 ps
STT thermal mean: law 1164 ps
STT thermal mean: simulated 1123 ps
STT spread: law 571, sim 529 ps
STT aligned, noise on: law 1489 ps
STT aligned, noise on: simulated 1451 ps
SOT thermal mean: simulated 19.8 ps
SOT spread: law 3.8, sim 4.1 ps
STT at SOT torque: law 58.1 ps
STT at SOT torque: simulated 57.7 ps
mean-time ratio STT/SOT: 56.7
same ratio at equal torque: 2.91
SOT at STT torque, cap 2a/omega: 4.75 deg
SOT at STT torque, full maximum: 4.62 deg
sudden threshold a/omega: law 0.4024, full 0.4023
sudden threshold with damping: 0.4077
slow-rise threshold a/omega: 0.5000
bias 30 mT: tilt 5.79 deg
m_z in pulse, bias -x: -0.182; +x: 0.182
SOT time with bias -x: 17.6 ps
field-like ratio +/-0.3: 19.1, 18.8 ps
SOT time with 50 ps current rise: 47.4 ps
track: 200 uohm cm, 2.5 J/cm3K
track heating to target, no heat escape: 64 K
exchange stiffness: 15 pJ/m
wall width 31.5 nm; energy 1.79 eV
junction: RA 5 ohm um2, oxide 1 nm
STT voltage, field: 0.38 V, 3.8 MV/cm
STT current for SOT torque: 100 MA/cm2
its voltage, field: 5.0 V, 50 MV/cm
```
